# Exponential bond dimension of snake-ordered gapped free-fermion strips: a program that tests the result

```python
"""Exponential bond dimension of a snake-ordered free-fermion strip.

Result under test, for fixed discarded weight eps at a column cut:
  (1-eps) exp(W g^2) <= (1-eps) exp(S_min) <= D <= ceil(exp(S_half)/eps),
with S_min and S_half both proportional to the width W when a gap is open.
D: smallest bond dimension keeping Schmidt weight 1-eps; g: bond order
across the cut; S_min = -ln(largest weight); S_half = 2 ln(sum sqrt(weight));
S: von Neumann entropy (nats). Model: hopping t, checkerboard potential
+-delta, half filling, spinless fermions, length L, width W.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.special import xlogy, logsumexp

t, delta = 1.0, 1.0          # eV
spacing = 4.0                # angstrom
length, eps = 32, 1e-3
bohr = physical_constants["Bohr radius"][0] * 1e10


def strip(width, long, potential, closed=True):
    """One-particle Hamiltonian in snake order, and lattice distances."""
    sites = [(x, y if x % 2 == 0 else width - 1 - y)
             for x in range(long) for y in range(width)]
    x, y = np.array(sites).T
    dx = abs(x[:, None] - x)
    dy = abs(y[:, None] - y)
    if closed:
        dy = np.minimum(dy, width - dy)
    distance = dx + dy
    h = -t * (distance == 1) + np.diag(potential * (-1.0) ** (x + y))
    return h, distance


def correlations(h):
    energy, orbital = np.linalg.eigh(h)
    assert np.min(abs(energy)) > 1e-7
    assert np.sum(energy < 0) == len(h) // 2
    filled = orbital[:, energy < 0]
    return filled @ filled.T


def occupations(c_left):
    return np.clip(np.linalg.eigvalsh(c_left), 0.0, 1.0)


def entropies(nu):
    s = -np.sum(xlogy(nu, nu) + xlogy(1 - nu, 1 - nu))
    s_half = 2 * np.sum(np.log(np.sqrt(nu) + np.sqrt(1 - nu)))
    s_min = -np.sum(np.log(np.maximum(nu, 1 - nu)))
    return s, s_half, s_min


def log_weight_variance(nu):
    v = nu[(nu > 1e-14) & (nu < 1 - 1e-14)]
    return np.sum(v * (1 - v) * np.log(v / (1 - v)) ** 2)


def exact_rank(nu, discarded):
    """Enumerate all Schmidt weights above a cutoff, largest first."""
    big = np.maximum(nu, 1 - nu)
    ratios = np.sort((1 - big) / big)[::-1]
    top = np.prod(big)
    cutoff = discarded
    while True:
        weights = np.array([top])
        for ratio in ratios:
            if top * ratio < cutoff:
                break
            extra = weights * ratio
            weights = np.concatenate((weights, extra[extra >= cutoff]))
        if weights.sum() >= 1 - discarded:
            total = np.cumsum(np.sort(weights)[::-1])
            return int(np.searchsorted(total, 1 - discarded)) + 1
        cutoff /= 4


def binned_log_rank(nu, discarded, step=0.005):
    """ln D from the binned distribution of -ln(weight)."""
    s, _, s_min = entropies(nu)
    spread = np.sqrt(log_weight_variance(nu))
    size = int((s - s_min + 10 * spread + 20) / step)
    prob = np.zeros(size)
    prob[0] = 1.0
    big = np.maximum(nu, 1 - nu)
    for b in big[1 - big > 1e-9]:
        shift = int(round(np.log(b / (1 - b)) / step))
        new = b * prob
        if shift < size:
            new[shift:] += (1 - b) * prob[:size - shift]
        prob = new
    last = int(np.searchsorted(np.cumsum(prob), 1 - discarded))
    assert last < size
    return s_min + logsumexp(step * np.arange(last + 1), b=prob[:last + 1])


def block_occupations(width, long):
    """Occupations from the independent momentum pairs (k, k+pi)."""
    hop = -t * (np.eye(long, k=1) + np.eye(long, k=-1))
    mix = delta * np.diag((-1.0) ** np.arange(long))
    left = np.r_[0:long // 2, long:long + long // 2]
    result = []
    for m in range(width // 2):
        shift = -2 * t * np.cos(2 * np.pi * m / width) * np.eye(long)
        h = np.block([[hop + shift, mix], [mix, hop - shift]])
        result.append(occupations(correlations(h)[np.ix_(left, left)]))
    return np.concatenate(result)


# Many-body ground state of eight sites, built with Jordan-Wigner operators
h_small, _ = strip(4, 2, delta)
c_small = correlations(h_small)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
string = np.diag([1.0, -1.0])
ops = [reduce(np.kron, [string] * j + [lower] + [np.eye(2)] * (7 - j))
       for j in range(8)]
h_many = sum(h_small[i, j] * ops[i].T @ ops[j]
             for i in range(8) for j in range(8) if h_small[i, j] != 0)
levels, states = np.linalg.eigh(h_many)
assert levels[1] - levels[0] > 0.1
psi = states[:, 0]
for cut in (3, 4, 5):
    direct = np.linalg.svd(psi.reshape(2 ** cut, -1), compute_uv=False) ** 2
    nu = occupations(c_small[:cut, :cut])
    product = reduce(np.kron, [np.array([v, 1 - v]) for v in nu])
    product = np.sort(product)[::-1]
    assert np.allclose(direct, product[:len(direct)], atol=1e-10)
    assert np.sum(product[len(direct):]) < 1e-10
matrix = psi.reshape(16, 16)
u, sing, vt = np.linalg.svd(matrix)
small_d = 3
best = np.sum(sing[:small_d] ** 2)
rng = np.random.default_rng(4)
for noise in [0.0] + [0.03] * 100 + [0.3] * 100:
    a = u[:, :small_d] * sing[:small_d]
    a = a + noise * rng.normal(size=a.shape)
    b = vt[:small_d] + noise * rng.normal(size=(small_d, 16))
    trial = a @ b
    overlap = np.sum(trial * matrix) ** 2 / np.sum(trial ** 2)
    assert overlap <= best + 1e-12
    if noise == 0:
        assert abs(overlap - best) < 1e-12
count = np.array([bin(i).count("1") for i in range(16)])
row_prob = np.sum(matrix ** 2, axis=1)
variance_many = row_prob @ count ** 2 - (row_prob @ count) ** 2
assert abs(variance_many - np.sum(c_small[:4, 4:] ** 2)) < 1e-10

# Strips of growing width: entropies, exact ranks and all inequalities
rows = []
for width in (4, 6, 8, 10, 12):
    h, _ = strip(width, length, delta)
    c = correlations(h)
    n = len(h) // 2
    nu = occupations(c[:n, :n])
    s, s_half, s_min = entropies(nu)
    cross = c[:n, n:]
    g_bonds = np.array([c[n - 1 - j, n + j] for j in range(width)])
    assert np.ptp(g_bonds) < 1e-9
    g = g_bonds[0]
    fluctuation = np.sum(cross ** 2)
    assert abs(fluctuation - np.sum(nu * (1 - nu))) < 1e-9
    rank = exact_rank(nu, eps)
    low = (1 - eps) * np.exp(s_min)
    high = int(np.ceil(np.exp(s_half) / eps))
    assert width * g ** 2 <= fluctuation <= s_min <= s <= s_half
    assert low <= rank <= high
    trace_norm = np.sum(np.linalg.svd(cross, compute_uv=False))
    assert s_half <= 2 * trace_norm <= 2 * np.sum(abs(cross))
    blocks = np.sort(block_occupations(width, length))
    assert np.allclose(blocks, np.sort(nu), atol=1e-9)
    rows.append((width, s_min, s, s_half, low, rank, high, fluctuation))
    if width == 8:
        scan = []
        for cut in range(n - width, n + width + 1):
            part = entropies(occupations(c[:cut, :cut]))
            assert part[1] <= 2 * np.sum(abs(c[:cut, cut:]))
            scan.append(part[0])
        column_s, largest_s = s, max(scan)
assert all(a[5] < b[5] for a, b in zip(rows, rows[1:]))
gap = 2 * np.min(abs(np.linalg.eigvalsh(h)))
assert gap >= 2 * delta - 1e-9
assert abs(binned_log_rank(nu, eps) - np.log(rank)) < 0.05

# Bulk bond order by quadrature over the Brillouin zone
k = 2 * np.pi * (np.arange(400) + 0.5) / 400
cosines = np.cos(k)[:, None] + np.cos(k)
energy = np.sqrt(4 * t ** 2 * cosines ** 2 + delta ** 2)
g_bulk = np.mean(t * cosines ** 2 / (2 * energy))
assert abs(g_bulk - g) < 5e-3

# Entropy rates at large width, independent of length
nu_wide = block_occupations(128, length)
rate, rate_half, rate_min = np.array(entropies(nu_wide)) / 128
longer = np.array(entropies(block_occupations(128, 48))) / 128
assert abs(longer[0] - rate) < 1e-5
assert abs(rows[-1][2] / 12 - rate) < 0.02 * rate

# Very wide strips: ln D follows S with a correction of order sqrt(W)
wide_rows = []
for width in (50, 200, 800):
    nu = block_occupations(width, length)
    s = entropies(nu)[0]
    var = log_weight_variance(nu)
    log_rank = binned_log_rank(nu, eps)
    tail = (1 - eps) / 2
    floor_log = np.log(tail) + s - np.sqrt(var * (1 - tail) / tail)
    ceiling_log = s + np.sqrt(var * (1 - eps) / eps)
    assert floor_log <= log_rank <= ceiling_log
    assert abs(log_rank - s) < 4 * np.sqrt(var)
    wide_rows.append((width, s / width, log_rank / width, var / width))
assert wide_rows[1][2] - wide_rows[1][1] > wide_rows[2][2] - wide_rows[2][1]

# Decay of correlations on a long gapped strip
h, distance = strip(4, 160, delta)
c = correlations(h)
q = 8 * t ** 2 / (8 * t ** 2 + delta ** 2)
bound = q ** (distance // 2) / (np.sqrt(2) * (1 - q))
off = distance > 0
assert np.all(abs(c[off]) <= bound[off] + 1e-12)
assert bound.min() < 1e-2

# Open strip: same slope in width
open_s = []
for width in (8, 12):
    c = correlations(strip(width, length, delta, closed=False)[0])
    n = len(c) // 2
    open_s.append(entropies(occupations(c[:n, :n]))[0])
open_slope = (open_s[1] - open_s[0]) / 4
assert abs(open_slope - rate) < 0.05 * rate

# Metal: doubling the length adds ln(2)/6 per transverse channel;
# finite length and shell filling leave a correction of a few percent
metal_s = []
for long in (160, 320):
    c = correlations(strip(4, long, 0.0, closed=False)[0])
    n = len(c) // 2
    metal_s.append(entropies(occupations(c[:n, :n]))[0])
metal_step = metal_s[1] - metal_s[0]
metal_law = 4 * np.log(2) / 6
assert abs(metal_step - metal_law) < 0.08 * metal_law

tenfold = spacing * np.log(10) / rate
print(f"hopping t = {t:.2f} eV, potential delta = {delta:.2f} eV")
print(f"lattice spacing = {spacing:.2f} angstrom")
print(f"length L = {length} sites, discarded weight eps = {eps:.4f}")
print(f"one-particle gap at W=12 = {gap:.4f} eV")
print("Closed strips, column cut, entropies in nats:")
for width, s_min, s, s_half, *_ in rows:
    print(f"W={width}: S_min={s_min:.4f} S={s:.4f} S_half={s_half:.4f}")
print("Bond dimension (number of states) and its bounds:")
for width, _, _, _, low, rank, high, _ in rows:
    print(f"W={width}: lower={low:.2f} exact D={rank} upper={high}")
print(f"number variance at W=12 = {rows[-1][7]:.4f}")
print(f"bond order g: W=12 {g:.5f}, bulk {g_bulk:.5f}")
print(f"simple lower rate g^2 (bulk) = {g_bulk**2:.5f} nats per site")
print(f"S_min rate = {rate_min:.5f} nats per site of width")
print(f"S rate = {rate:.5f} nats per site of width")
print(f"S_half rate = {rate_half:.5f} nats per site of width")
print(f"factor in exp(S) per added site = {np.exp(rate):.4f}")
print("Wide strips, per site of width:")
for width, s_rate, d_rate, v_rate in wide_rows:
    print(f"W={width}: S/W={s_rate:.4f} lnD/W={d_rate:.4f} V/W={v_rate:.4f}")
print(f"W=8 snake: column-cut S={column_s:.4f}, largest S={largest_s:.4f}")
print(f"open-strip slope of S = {open_slope:.5f} nats per site")
print(f"decay-bound parameter q = {q:.5f}")
print(f"metal W=4: S(L=160)={metal_s[0]:.4f}, S(L=320)={metal_s[1]:.4f}")
print(f"metal step = {metal_step:.4f}, W ln(2)/6 = {metal_law:.4f} nats")
print(f"width for tenfold exp(S) = {tenfold:.3f} angstrom")
print(f"the same width = {tenfold / bohr:.3f} bohr")
print("OK")
```

Output:

```
hopping t = 1.00 eV, potential delta = 1.00 eV
lattice spacing = 4.00 angstrom
length L = 32 sites, discarded weight eps = 0.0010
one-particle gap at W=12 = 2.0000 eV
Closed strips, column cut, entropies in nats:
W=4: S_min=0.2499 S=0.8843 S_half=1.6399
W=6: S_min=0.3674 S=1.3332 S_half=2.4726
W=8: S_min=0.4853 S=1.7667 S_half=3.2878
W=10: S_min=0.6066 S=2.2068 S_half=4.1082
W=12: S_min=0.7282 S=2.6486 S_half=4.9301
Bond dimension (number of states) and its bounds:
W=4: lower=1.28 exact D=14 upper=5155
W=6: lower=1.44 exact D=43 upper=11854
W=8: lower=1.62 exact D=123 upper=26783
W=10: lower=1.83 exact D=350 upper=60839
W=12: lower=2.07 exact D=908 upper=138391
number variance at W=12 = 0.6570
bond order g: W=12 0.17721, bulk 0.17721
simple lower rate g^2 (bulk) = 0.03140 nats per site
S_min rate = 0.06068 nats per site of width
S rate = 0.22072 nats per site of width
S_half rate = 0.41085 nats per site of width
factor in exp(S) per added site = 1.2470
Wide strips, per site of width:
W=50: S/W=0.2207 lnD/W=0.4366 V/W=0.4281
W=200: S/W=0.2207 lnD/W=0.3430 V/W=0.4281
W=800: S/W=0.2207 lnD/W=0.2862 V/W=0.4281
W=8 snake: column-cut S=1.7667, largest S=1.9456
open-strip slope of S = 0.22072 nats per site
decay-bound parameter q = 0.88889
metal W=4: S(L=160)=4.3210, S(L=320)=4.7929
metal step = 0.4719, W ln(2)/6 = 0.4621 nats
width for tenfold exp(S) = 41.728 angstrom
the same width = 78.855 bohr
OK
```
